Avalanche Breakdown Width in a Uniform Field with Unequal Ionisation Coefficients, part 1

(Sections cited here and not found follow in the second part.)

## 1. What dimensions and symmetry settle

A region of width W carries a uniform electric field. Electrons drift one way through it and holes the other way, and a fast carrier may spend part of its energy on creating a new electron–hole pair. Let an electron create on average α pairs per unit length of path, and a hole β pairs. The new carriers drift and ionise in their turn. The question is how wide the region may be before the mean number of pairs descended from a single one becomes infinite.

The number of descendants depends on where carriers ionise, and not on how long they take to get there. Drift velocities therefore drop out, and the problem contains three quantities: the length W and the inverse lengths α and β. If there is a critical width W_B, it must have the form

W_B = (1/α) f(r), with r = β/α,

where f is a function of a pure number.

A mirror adds a condition. Reflect the region and exchange the names of the two carriers. The physical situation is the same, but α and β have changed places. Hence W_B(α, β) = W_B(β, α), which means

f(r) = (1/r) f(1/r).

One value of f follows from a simple count. If α = β, a pair born at x has an electron that covers the distance W − x and a hole that covers x. Together they cover W, wherever the pair was born, and create αW new pairs on average. The family grows without limit on average once each pair at least replaces itself, so αW_B = 1 and f(1) = 1.

These arguments fix the form of the answer but leave f open for r ≠ 1. The derivation below gives

W_B = ln(α/β)/(α − β), that is, f(r) = ln r/(r − 1).

This satisfies the mirror condition, because

(1/r) f(1/r) = (1/r) · (−ln r)/(1/r − 1) = −ln r/(1 − r) = ln r/(r − 1).

## 2. The model and its conventions

The region is 0 < x < W. Electrons move towards +x and leave at x = W; holes move towards −x and leave at x = 0. Both coefficients are positive, and we write

δ = α − β,

which may have either sign but is not zero unless stated. The assumptions are these.

- Ionisation is local. In a path element dy an electron creates a pair with probability α dy, whatever it did before. A hole does so with probability β dy.
- A carrier that has ionised continues its drift, with the same coefficient as before.
- The field is fixed, so α and β do not depend on position or on the current.
- Carriers do not recombine inside the region, do not diffuse against the drift, and do not cause new carriers to enter from the contacts.

The first assumption is the strongest. A carrier needs some distance to gain the energy for ionisation, and this distance is set to zero here. Section 12 estimates the consequence.

## 3. Counting descendants

Let M(x) be the mean total number of pairs in the family that starts from one pair born at x, the first pair included.

The electron of the first pair travels from x to W. In the element dy at y it creates a pair with probability α dy, and such a pair starts a family whose mean size is M(y). The hole travels from x to 0 and does the same with coefficient β. Means add, whether or not the events are independent, so

M(x) = 1 + α ∫ₓ^W M(y) dy + β ∫₀ˣ M(y) dy.  (1)

The 1 is the first pair itself. Later ionisations by the same electron are already included, since the first integral runs over its whole path.

All terms in (1) are positive, so the equation also makes sense if M is infinite. Suppose M is finite at one point x. Then both integrals are finite there, and since α and β are positive, M has a finite integral over the whole region. By (1) it is then finite at every point. The mean family size is thus finite everywhere or infinite everywhere.

## 4. The gain profile

Take the case of a finite mean. The right side of (1) is then a continuous function of x, so M is continuous, and the integrals may be differentiated. The first has x as its lower limit and contributes −αM; the second has x as its upper limit and contributes +βM:

M′(x) = −αM(x) + βM(x) = −δ M(x).

The solution is

M(x) = M(0) e^(−δx).  (2)

If electrons ionise more strongly (δ > 0), a pair born near x = 0 has the larger family, because its electron has the longer path ahead.

Differentiation has removed the constant in (1), so M(0) must be found from (1) itself. At x = 0 the hole has no path and the second integral vanishes:

M(0) = 1 + α M(0) ∫₀^W e^(−δy) dy = 1 + (α/δ) M(0) [1 − e^(−δW)].

Collect the terms with M(0):

M(0) [1 − α/δ + (α/δ) e^(−δW)] = 1.

Since 1 − α/δ = (δ − α)/δ = −β/δ, multiplication by δ gives

M(0) [α e^(−δW) − β] = δ.  (3)

A pair born at x = 0 loses its hole at once. It is therefore equivalent to a single electron injected at x = 0, and M(0) is the gain for injected electrons, called M_n. Likewise M(W) is the gain M_p for holes injected at x = W:

M_n = δ/[α e^(−δW) − β],  M_p = M_n e^(−δW).  (4)

For W → 0 both gains tend to 1, as they must.

## 5. No finite mean at or beyond W_B

Equation (3) was derived for a finite mean. Because M(0) is at least 1, the bracket in (3) must then have the same sign as δ.

If δ > 0, this requires α e^(−δW) > β, or e^(δW) < α/β. Taking logarithms and dividing by the positive δ gives W < ln(α/β)/δ.

If δ < 0, it requires α e^(−δW) < β, or e^(δW) > α/β. Taking logarithms gives δW > ln(α/β), and division by the negative δ reverses the inequality: again W < ln(α/β)/δ.

With

W_B = ln(α/β)/(α − β),  (5)

a finite mean therefore implies W < W_B. For W ≥ W_B the mean family size is infinite. The closed formula (4) still returns a number for W > W_B, but that number is negative and is not a gain.

The converse remains to be shown: that the mean is finite for every W < W_B. Equation (3) cannot show it, because finiteness was assumed in deriving it.

## 6. Generations, and why the mean is finite below W_B

Sort the family by generations. The first pair is generation 0, the pairs made directly by its electron and hole are generation 1, and so on. For any positive function g define

(Kg)(x) = α ∫ₓ^W g(y) dy + β ∫₀ˣ g(y) dy.

Generation 1 has mean size K1, where 1 stands for the constant function. Generation 2 has mean size K(K1), and generation n has mean size Kⁿ1. The mean family size is the sum

M = 1 + K1 + K²1 + K³1 + …

To see how fast the terms grow, look for a function that K merely multiplies by a number. Try φ(x) = e^(−κx):

Kφ = (α/κ)[e^(−κx) − e^(−κW)] + (β/κ)[1 − e^(−κx)]
 = [(α − β)/κ] e^(−κx) + (1/κ)[β − α e^(−κW)].

The last bracket vanishes if e^(κW) = α/β, so we choose κ = ln(α/β)/W. Then Kφ = λφ with

λ = δ/κ = δW/ln(α/β) = W/W_B.  (6)

The growth factor per generation, for this function, is the width divided by W_B.

The generations start from the constant function 1 and not from φ, but the two can be compared. Take α > β. Then φ falls from 1 at x = 0 to β/α at x = W, so that

φ(x) ≤ 1 ≤ (α/β) φ(x).

K has a positive kernel and preserves inequalities between functions. Applying it n times gives

λⁿ φ(x) ≤ (Kⁿ1)(x) ≤ (α/β) λⁿ φ(x).  (7)

For α < β the function φ rises from 1 to β/α, and the same argument holds with the outer factors exchanged: the lower bound carries α/β and the upper bound carries 1.

If W < W_B, then λ < 1, the upper bound is a convergent geometric series, and the mean is finite. If W ≥ W_B, then λ ≥ 1, the terms do not tend to zero, and the sum diverges. This completes the proof: the mean family size is finite if and only if W < W_B. As W rises to W_B, the bracket in (3) tends to zero and both gains in (4) grow without limit.

The growth factor has also been computed by dividing the region into cells and finding the largest eigenvalue of the resulting matrix, with α = 1.1601 and β = 0.2036 per µm. For W/W_B = 0.5, 1.0 and 1.5 it came out as 0.50000, 1.00000 and 1.50000, in agreement with (6).

## 7. How W_B depends on the two coefficients

The form (5) hides some properties that an integral makes plain. By partial fractions,

1/[(t + α)(t + β)] = [1/(t + β) − 1/(t + α)]/(α − β).

Integrate over t from 0 to ∞. The right side gives the logarithm of (t + β)/(t + α), which is 0 at infinity and ln(β/α) at t = 0. Hence

W_B = ∫₀^∞ dt/[(t + α)(t + β)].  (8)

The integrand is positive, symmetric in α and β, and falls if either coefficient rises. So W_B is positive for either sign of δ, and a stronger ionisation by either carrier lowers it. Replacing both coefficients by the larger one, or both by the smaller one, shows that W_B lies between 1/α and 1/β.

**Equal coefficients.** For β = α the integral is 1/α, in agreement with the count in Section 1. The apparent 0/0 in (5) is harmless.

**One carrier hardly ionises.** For β much smaller than α, equation (5) becomes W_B ≈ ln(α/β)/α. The width grows without limit as β → 0, but only logarithmically.

**One carrier does not ionise at all.** For β = 0 equation (4) gives M_n = e^(αW), which is finite at every width. All electrons move one way, and nothing brings the avalanche back to its start. Divergence needs feedback: electrons make holes downstream, and the holes drift back and make electrons upstream. With α as above and a width equal to the W_B of the two-carrier case, the gain without hole ionisation is 8.25, where the two-carrier gain is infinite.

## 8. The same result from currents

Let J_n and J_p be the magnitudes of the electron and hole current densities. Both carriers contribute to current in the same direction. In the steady state each created pair adds one electron to the flow towards +x and one hole to the flow towards −x:

J_n′ = αJ_n + βJ_p,  J_p′ = −(αJ_n + βJ_p).

The minus sign arises because the hole current builds up towards smaller x. The sum J = J_n + J_p is therefore constant. Insert J_p = J − J_n in the first equation:

J_n′ = δJ_n + βJ.

Multiply by e^(−δx) and integrate from 0 to x:

J_n(x) e^(−δx) − J_n(0) = (βJ/δ)[1 − e^(−δx)].  (9)

Let electrons be injected at x = 0 and no holes at x = W. Then J_p(W) = 0 and J_n(W) = J. At x = W, after multiplication by δ, equation (9) reads

J [δ e^(−δW) − β + β e^(−δW)] = δ J_n(0).

Since δ + β = α, the bracket is α e^(−δW) − β, and J/J_n(0) is the M_n of (4).

If nothing is injected at either side, J_n(0) = 0, and the same step gives J[α e^(−δW) − β] = 0. A current can then flow only if the bracket vanishes, which is the condition W = W_B. At the threshold width the mean current sustains itself without any supply of carriers. This is a statement about averages: the family of a single pair still dies out sooner or later by chance, although its mean size is infinite. The linear model leaves the size of the current undetermined; in a device the circuit, space charge and heating fix it.

# Second half: approach to breakdown and a silicon diode

## 9. Symbols and results carried over

Electrons drift towards +x and create α pairs per unit path; holes drift towards −x and create β. The region is 0 < x < W, and δ = α − β. Electrons injected at x = 0 have the gain M_n = δ/(α e^(−δW) − β), and holes injected at x = W have the gain M_p = M_n e^(−δW). A pair born at x has the mean family size M(x) = M_n e^(−δx). All are finite if and only if W < W_B = ln(α/β)/δ, and the growth factor per generation is λ = W/W_B. At W = W_B we have e^(δW) = α/β, and a current J can flow without injection, with J_n(x) = (βJ/δ)(e^(δx) − 1).

## 10. Where pairs are born, and how the gains diverge

At threshold each pair replaces itself once on average, yet αW_B can be well above 1. The birth places explain this. In the self-sustained avalanche the creation rate per unit length is proportional to J_n′ = βJ e^(δx). The probability density of birth places is therefore

ρ(x) = β e^(δx),

which is normalised, since β(e^(δW) − 1)/δ = β(α/β − 1)/δ = 1. If electrons ionise more strongly, births crowd towards x = W, where a new electron has little path left. The mean birth place follows by partial integration:

x̄ = β[W e^(δW)/δ − (e^(δW) − 1)/δ²] = (αW_B − 1)/δ.

An average pair creates α(W_B − x̄) + βx̄ = αW_B − δx̄ = 1 new pair, as it should.

For the approach to threshold let Δ = W_B − W. Then α e^(−δW) = α e^(−δW_B) e^(δΔ) = β e^(δΔ), and the gains become

M_n = δ/{β[e^(δΔ) − 1]},  M_p = δ/{α[1 − e^(−δΔ)]}.

The second follows from M_p = M_n e^(−δW) with e^(−δW) = (β/α) e^(δΔ). Expanding the exponentials for small δΔ gives

M_n ≈ [1/(βΔ)](1 − δΔ/2),  M_p ≈ [1/(αΔ)](1 + δΔ/2).

Both gains diverge as 1/Δ at the same width. Their ratio tends to α/β, so the more strongly ionising carrier keeps its advantage up to breakdown.

The mean family size is finite if and only if W < W_B = ln(α/β)/(α − β), and both gains diverge as 1/Δ as the width approaches W_B. What remains is to put numbers to this for a silicon diode and to estimate how dead space, doping, current, heat and tunnelling affect the result.
